# Kink Energy and Correlation Length in a Classical Double-Well Chain

Consider first a row of cells, spaced by $a$, whose displacement can take two values, $x_i=\pm1$. Let each pair of neighbours cost the energy $\tfrac K2(x_{i+1}-x_i)^2$. Equal neighbours cost nothing and opposite neighbours cost $2K$, the energy of a wall one bond wide. With $\beta=1/kT$ and $w=e^{-2\beta K}$, the Boltzmann factors of one bond form the matrix

$$
\begin{pmatrix}1&w\\ w&1\end{pmatrix},\qquad \lambda_0=1+w,\quad \lambda_1=1-w .
$$

The eigenvectors are the even and odd combinations of the two states. A bond joins equal neighbours with probability $1/(1+w)$ and opposite neighbours with probability $w/(1+w)$, independently of the other bonds. The mean product across one bond is therefore $(1-w)/(1+w)=\lambda_1/\lambda_0$, and across $r$ bonds it is $(\lambda_1/\lambda_0)^r$. Writing this as $e^{-ra/\xi}$ gives

$$
\xi=\frac{a}{\ln[(1+w)/(1-w)]}\simeq\frac{a}{2w}=\frac a2\,e^{2K/kT}\qquad(w\ll1).
$$

The correlation length grows exponentially with the wall energy over the temperature, because order is lost where walls occur and walls are thermally rare.

In a displacive ferroelectric chain the displacement is continuous, and a wall can spread over several cells. Let $u_i=u_0x_i$ be the displacement and take the potential energy

$$
\mathcal E=\sum_i\left[V(x_i)+\frac K2(x_{i+1}-x_i)^2\right],\qquad V(x)=E_0(x^2-1)^2 .
$$

The kinetic energy is a separate quadratic form in the momenta. In classical statistics it cancels from every average of displacements, so the ion mass does not matter here.

For a ring of $N$ sites, assign half of each on-site energy to each adjoining bond. The Boltzmann weight becomes a product of symmetric kernels

$$
T(x,y)=\exp\left\{-\frac\beta2[V(x)+V(y)]-\frac{\beta K}{2}(x-y)^2\right\}.
$$

Integrating over an intermediate site multiplies two kernels, as in a matrix product. If $|k\rangle$ are the normalized eigenfunctions of $T$ with eigenvalues $\lambda_k$, then

$$
\langle x_0x_r\rangle=\frac{\mathrm{Tr}(xT^r xT^{N-r})}{\mathrm{Tr}\,T^N}
\;\xrightarrow{N\to\infty}\;\sum_k|\langle0|x|k\rangle|^2\left(\frac{\lambda_k}{\lambda_0}\right)^r ,
$$

since the largest eigenvalue $\lambda_0$ dominates both traces.

The symmetry $x\to-x$ tells us which state governs the decay. On the half-line $x,y>0$, even functions see the kernel $T(x,y)+T(x,-y)$ and odd functions see $T(x,y)-T(x,-y)$. These equal one common positive factor times $2\cosh(\beta Kxy)$ and $2\sinh(\beta Kxy)$. Both kernels are positive, so the leading function of each class can be chosen positive on the half-line. Since $\sinh<\cosh$, the leading odd eigenvalue, called $\lambda_1$, lies below $\lambda_0$. The operator $x$ connects the even ground state to odd states alone, and its element to the leading odd state is nonzero because both functions are positive for $x>0$. Hence

$$
\xi=\frac{a}{\ln(\lambda_0/\lambda_1)} .
$$

This is finite at every $T>0$: the chain has no ordering transition.

To evaluate the ratio, define $M=\beta K$ and $U=\beta V$. Acting on $e^{iqx}$, the Gaussian part of the kernel gives the factor $\sqrt{2\pi/M}\,e^{-q^2/2M}$. The operator $\exp[(1/2M)\partial_x^2]$ gives the same exponential, so

$$
T=\sqrt{\frac{2\pi}{M}}\;e^{-U/2}\,e^{\partial_x^2/2M}\,e^{-U/2}.
$$

Now introduce the length, in sites,

$$
d=\sqrt{\frac{K}{2E_0}},\qquad\text{so that}\qquad U=\frac{M}{2d^2}(x^2-1)^2 .
$$

A wall that interpolates smoothly between the wells has, in the continuum, the energy

$$
\int\left[\frac K2x'^2+V\right]dn=\int\frac12\left(\sqrt K\,x'-\sqrt{2V}\right)^2dn+\int_{-1}^{1}\sqrt{2KV}\,dx .
$$

The minimum has $x'=\sqrt{2V/K}=(1-x^2)/d$, whose solution is the kink $x=\tanh(n/d)$. Thus $d$ is the kink half-width. The remaining integral is the kink energy,

$$
E_k=\sqrt{2KE_0}\int_{-1}^1(1-x^2)\,dx=\frac43\sqrt{2KE_0}=\frac{4K}{3d},\qquad S\equiv\frac{E_k}{kT}=\frac{4M}{3d}.
$$

Suppose $d\gg1$ at fixed $S$. Then $M=3dS/4$, and both $U$ and $\partial_x^2/2M$ are of order $1/d$ on the states concerned. The three exponentials can be joined into one. Reversing the signs of both operators turns the symmetric product into its inverse, so the joint exponent is odd in them. It has no second-order term, and its first correction is of order $1/d^3$, a relative correction of order $1/d^2$. Apart from the constant factor, $T\simeq e^{-h}$ with

$$
h=-\frac{1}{2M}\partial_x^2+U(x),\qquad \frac a\xi\simeq\Delta\equiv\varepsilon_1-\varepsilon_0 .
$$

The classical chain has become a quantum particle in a double well, with temperature in the role of Planck's constant and $K$ in that of the mass. The correlation length is the inverse of its tunnel splitting. As a numerical test, the logarithm of the ratio of lattice to continuum length, multiplied by $d^2$, is 0.124 at $d=6$ and 0.130 at $d=12$, both for $S=12$. Its near constancy confirms the $1/d^2$ law.

Let $\psi_0$ and $\psi_1$ be the lowest even and odd states of $h$, both positive for $x>0$. Multiply the equation for $\psi_1$ by $\psi_0$, multiply that for $\psi_0$ by $\psi_1$, and subtract:

$$
-\frac1{2M}\left(\psi_0\psi_1''-\psi_1\psi_0''\right)=\Delta\,\psi_0\psi_1 .
$$

The bracket is the derivative of $\psi_0\psi_1'-\psi_1\psi_0'$. Integrate from $0$ to $\infty$ and use $\psi_0'(0)=\psi_1(0)=0$:

$$
\frac{1}{2M}\psi_0(0)\psi_1'(0)=\Delta\int_0^\infty\psi_0\psi_1\,dx .
$$

The combination $\varphi=(\psi_0+\psi_1)/\sqrt2$ is concentrated in the right well. At the centre $\psi_0(0)=\sqrt2\,\varphi(0)$ and $\psi_1'(0)=\sqrt2\,\varphi'(0)$. Also $\psi_0\psi_1=[\varphi(x)^2-\varphi(-x)^2]/2$, whose half-line integral is $1/2$ up to the exponentially small weight of $\varphi$ on the left. Therefore

$$
\Delta=\frac2M\,\varphi(0)\,\varphi'(0).
$$

Near $x=1$, $U\simeq\tfrac12M\omega^2(x-1)^2$ with $\omega=2/d$, so $\varphi$ starts from the harmonic ground state of energy $\omega/2$. Between the centre and the well it obeys

$$
\varphi''=(p^2-M\omega)\varphi,\qquad p=\sqrt{2MU}=\frac{M\omega}{2}(1-x^2).
$$

Write $\varphi=A(x)\exp[-\int_x^1p\,dx']$. Differentiating twice gives

$$
\frac{\varphi''}{\varphi}=p^2+p'+2p\frac{A'}{A}+\frac{A''}{A}.
$$

For large $M$ the last term is small compared with those proportional to $M$. Since $p'=-M\omega x$, the terms of order $M$ require

$$
M\omega(1-x^2)\frac{A'}A=-M\omega(1-x),\qquad \frac{A'}A=-\frac1{1+x},\qquad A=\frac{2A(1)}{1+x}.
$$

Near the well the exponent is $-\tfrac12M\omega(1-x)^2$, that of the normalized harmonic state, so $A(1)=(M\omega/\pi)^{1/4}$. At the centre,

$$
\int_0^1p\,dx=\frac{M\omega}{3}=\frac S2,\qquad
\varphi(0)=2\left(\frac{M\omega}{\pi}\right)^{1/4}e^{-S/2},
$$

because $S=4M/(3d)=2M\omega/3$. The slope is $\varphi'(0)=[p(0)-1]\varphi(0)\simeq\tfrac12M\omega\,\varphi(0)$. The dropped term has relative size $2/(M\omega)=4/(3S)$, the same order in $1/S$ as the terms already neglected. Hence

$$
\Delta=\omega\,\varphi(0)^2=4\omega\sqrt{\frac{M\omega}\pi}\,e^{-S}=2\omega\sqrt{\frac{6S}\pi}\,e^{-S},
$$

where $M\omega=3S/2$ was used. With $\omega=2/d$ the correlation length is

$$
\boxed{\;\xi\simeq\frac{a\,d}{4}\sqrt{\frac{\pi kT}{6E_k}}\;\exp\left(\frac{E_k}{kT}\right)\;}\qquad d\gg1,\quad E_k\gg kT .
$$

Direct diagonalization of $h$ gives a splitting 0.894 times the formula at $S=10$ and 0.949 times at $S=20$. The shortfall halves when $S$ doubles, as an error of order $1/S$ should.

The result can be read as a count of walls. Let kinks and antikinks together have density $n$ per unit length, and let their positions be independent. The number $j$ of walls in a distance $R$ is then Poisson distributed with mean $nR$, and each wall reverses the sign of $x$:

$$
\langle x(0)x(R)\rangle\propto\sum_{j=0}^\infty(-1)^j\frac{(nR)^j}{j!}e^{-nR}=e^{-2nR},\qquad \xi=\frac1{2n}.
$$

A separate calculation from the chain's transition probabilities counts completed passages between $x=-0.8$ and $x=0.8$. For $d=3$ and $S=10$ it gives $2n\xi=0.998$, close to the expected value of one. The last digits depend on the chosen thresholds.

The factor $\sqrt S$ in the wall density comes from the freedom of a wide kink to slide. Moving the kink by $\delta$ sites changes the displacements by a vector of length $\delta\,(\int x'^2dn)^{1/2}=\delta\sqrt{E_k/K}$, because $Kx'^2=2V$ makes $\int Kx'^2dn=E_k$. An ordinary vibration has a thermal spread proportional to $\sqrt{kT/K}$ at fixed $d$. The sliding motion therefore offers a number of thermally distinct positions per site proportional to $\sqrt{E_k/kT}$.

A lattice changes this picture in two ways. First, it shifts the kink energy. For a wave of wavenumber $q$ per site the squared difference of neighbours carries the factor $2-2\cos q=q^2-q^4/12+\dots$, so the leading change in energy is $-(K/24)\int x''^2dn$. The profile is stationary, so its own adjustment enters at higher order. With $x''=-(2/d^2)\tanh(n/d)\,\mathrm{sech}^2(n/d)$,

$$
\int x''^2dn=\frac4{d^3}\int_{-1}^1t^2(1-t^2)\,dt=\frac{16}{15d^3},\qquad
E_{\rm lat}\simeq E_k-\frac{2K}{45d^3}=E_k\left(1-\frac1{30d^2}\right).
$$

At $d=3$ this predicts a relative shift of $-0.0037$. Direct minimization gives $-0.00376$. The exponent fitted to transfer spectra between $S=12$ and 20, with a constant and a $1/S$ term allowed for, gives $-0.00378$. The thermal exponent follows the lattice kink energy. The formula thus requires $S/(30d^2)\ll1$ as well as a wide kink.

Second, the lattice can pin the kink. If the energy needed to move it from one bond to the next greatly exceeds $kT$, the sliding freedom is lost and $\sqrt S$ goes with it. The two-state chain at the start is the extreme case, with prefactor $a/2$. For a narrow kink with $d=0.4$, the slope of $\ln\xi$ against $E_{\rm lat}/kT$, taken between 14 and 18, is 1.0006. A factor $\sqrt T$ would have lowered it to $1-\tfrac18\ln(18/14)=0.969$. The exponential law survives in this limit, with the minimum lattice energy in the exponent and a different prefactor.

For a numerical case, take an isolated chain with $a=0.4$ nm, $u_0=0.015$ nm, $E_0=20$ meV and $K=360$ meV at 300 K. These are round values in the rough regime of the displaced metal ions in a perovskite-type oxide ferroelectric, and they describe no particular compound. The coupling was chosen to make the kink several cells wide. Then

$$
d=\sqrt{\frac{360}{40}}=3,\qquad E_k=\frac{4\times360}{3\times3}=160\ \text{meV},\qquad S=\frac{160}{25.85}=6.19,
$$

$$
\xi\simeq0.4\ \text{nm}\times\frac34\times\sqrt{\frac{\pi}{6\times6.19}}\times e^{6.19}\simeq43\ \text{nm}.
$$

The transfer spectrum has $\lambda_1/\lambda_0=0.99257$, which gives $\xi=54$ nm. The asymptotic formula is 21% below this value, mainly because $S$ is only moderately large. The pinning energy, $7\times10^{-7}$ meV, is negligible beside $kT$. The counted walls are 113 nm apart on average, compared with $2\xi=107$ nm. The 5% difference has no sharp meaning, because at this moderate $S$ the count itself changes by several percent when the thresholds $\pm0.8$ are moved.

With all parameters fixed, cooling from 400 to 200 K raises the transfer value from 14.6 to 884 nm, a factor of 60. The exponential alone would give $e^{4.64}\simeq104$, and the factor $\sqrt T$ reduces this to 73. Corrections in $1/S$ account for most of the rest: the formula is 29% low at 400 K and 13% low at 200 K.

The prefactor also affects an activation energy read from an Arrhenius plot. Differentiating the logarithm of the result at fixed $E_k$ and $d$ gives

$$
\frac{d\ln\xi}{d(1/kT)}=E_k-\frac{kT}2+O\left(\frac{(kT)^2}{E_k}\right).
$$

At 300 K the first two terms give 147 meV, whereas the slope of the transfer result is 140 meV. The continuum operator also gives 140 meV, so the difference comes from the finite value of $S$ and not from the lattice. Taking this slope as the kink energy would make it 13% too small.

A weak field $F$ along the displacement adds $-pFx_i$ to the energy, with $p=Z^*eu_0$. An effective charge number $Z^*=7$ gives $p=0.105\,e\,$nm. In the space of the two lowest states, with $m=\langle0|x|1\rangle$, the splitting becomes

$$
\Delta_F=\sqrt{\Delta^2+(2\beta pFm)^2}.
$$

The correlation length of fluctuations about the mean falls by $\sqrt2$ when $2\beta pFm=\Delta$, here at $F=0.010$ MV/cm. The transfer kernel with this field included gives a ratio of 0.707, as predicted. The field is small because it acts on a whole correlated segment. One volt across a film 100 nm thick is 0.1 MV/cm, about ten times this field, so the zero-field length does not describe a chain under such a drive.

Set beside a real perovskite oxide, the model leaves out effects of very different sizes. For an ion mass of 50 u the vibration quantum in a well is 24 meV and the highest one in the chain is 77 meV, against $kT=26$ meV, so classical statistics is marginal. In the harmonic approximation, quantum motion raises the free energy of a mode of frequency $\Omega$ by $kT\ln[(\sinh y)/y]$, with $y=\hbar\Omega/2kT$. The kink has softer restoring forces at its core than the uniform chain, so its cost falls, by 8 meV. With the prefactor held fixed, this would multiply $\xi$ by about 0.73.

Long-range dipole forces along the chain are a larger omission. Collinear point dipoles $r$ sites apart have energy $-2Dx_ix_{i+r}/r^3$, where $D=p^2/(4\pi\epsilon_0\epsilon a^3)$. Take a background relative permittivity $\epsilon=5$, and regard the on-site and nearest-neighbour parts as already contained in $V$ and $K$. Since $-2x_ix_{i+r}=(x_i-x_{i+r})^2-x_i^2-x_{i+r}^2$, the rest costs the kink

$$
D\sum_{r\ge2}\frac1{r^3}\sum_i(x_i-x_{i+r})^2=53\ \text{meV}.
$$

With the prefactor held fixed, this would multiply $\xi$ by 7.7. It is a first-order estimate for an unchanged kink profile, and relaxation of the profile would lower it. It shows that $E_k$ must include these forces before a length is predicted for a material.

The assumption that fails outright in a dense crystal is the isolation of the chain. Two parallel, uniformly displaced chains a distance $\rho a$ apart have the point-dipole energy $Jxx'$ per site, where

$$
J=D\sum_{n=-\infty}^{\infty}\frac{\rho^2-2n^2}{(\rho^2+n^2)^{5/2}} .
$$

This gives $J=7.2$ meV at one cell and 0.010 meV at two. The positive sign favours opposite displacements. A chain responds to a uniform field conjugate to $x$ with susceptibility $\chi=\sum_r\langle x_0x_r\rangle/kT$. If four neighbours act through their mean displacement, order sets in when $4|J|\chi=1$, which here means $|J|=0.030$ meV. The large correlation length makes this threshold low. Adjacent chains exceed it by a factor of about 240 and would order. This estimate is for displacement uniform along each chain; a displacement modulated along the chains couples to distant chains as well, and four neighbours do not describe it. For uniform displacement, chains two cells apart lie a factor of three below the threshold, but only if each chain has nearest-neighbour coupling alone. The dipole forces along each chain, estimated above, raise $\chi$ by more than this factor, so in the same mean-field estimate these chains would order too. This mean-field estimate predicts an alternating pattern, whereas a ferroelectric oxide has parallel polarization, so interactions beyond this point-dipole coupling between chains must also be included. The value of 54 nm therefore belongs to an isolated classical chain with nearest-neighbour coupling and the stated parameters, and it is not a prediction for a bulk crystal. The numerical output below lists the values used here.

## Numbers as computed

```
Site spacing a = 0.400 nm
Well displacement u0 = 0.015 nm
Well depth E0 = 20.0 meV
Coupling K = 360.0 meV
Ion mass = 50.0 u
Effective charge = 7.0 e
Background relative permittivity = 5.0
Temperature = 300 K
Thermal energy = 25.852 meV
Kink half-width d = 3.000 sites
Kink half-width = 1.200 nm
Continuum kink energy = 160.000 meV
Lattice kink energy = 159.398 meV
Kink energy / thermal energy S = 6.1891
lambda1/lambda0 = 0.9925673
Correlation length, transfer = 53.616 nm
Correlation length, formula = 42.529 nm
Formula / transfer = 0.7932
Leading correlation weight = 0.9464
Mean kink spacing = 113.105 nm
2*density*xi, example = 0.94808
Apparent Arrhenius energy = 139.556 meV
Same, continuum operator = 139.669 meV
Ek - kT/2 = 147.074 meV
T=200 K: S=9.284; transfer=883.64 nm; formula=766.63 nm
T=250 K: S=7.427; transfer=161.13 nm; formula=133.87 nm
T=300 K: S=6.189; transfer=53.62 nm; formula=42.53 nm
T=350 K: S=5.305; transfer=25.17 nm; formula=18.97 nm
T=400 K: S=4.642; transfer=14.64 nm; formula=10.45 nm
Continuum gap / formula, S=10: 0.89359
Continuum gap / formula, S=20: 0.94900
Central density / formula, S=20: 1.02110
Leading slope minus computed, S=10: 0.013160
Leading slope minus computed, S=20: 0.002794
d^2 ln(lattice/continuum length), d=6: 0.12355
d^2 ln(lattice/continuum length), d=12: 0.13038
Relative lattice energy shift, d=3: -0.003760
Fitted exponent shift, d=3: -0.003776
Narrow-kink slope / lattice energy, d=0.4: 1.00061
2*density*xi, S=10: 0.99840
Pinning energy = 6.94e-07 meV
Well vibration quantum = 24.383 meV
Highest vibration quantum = 77.105 meV
Quantum kink free-energy shift = -8.015 meV
Quantum factor on xi = 0.7334
Long-range dipolar kink shift = 52.786 meV
Dipolar factor on xi = 7.705
Interchain coupling at a = 7.2192 meV
Interchain coupling at 2a = 0.00957 meV
Mean-field ordering threshold = 0.02954 meV
Bias field for xi/sqrt(2) = 0.01017 MV/cm
Biased / unbiased length = 0.70719
```
